# Why reversible binding slows precursor penetration into a polymer film

## One molecule crossing a film

Suppose that a precursor molecule starting at the sealed back of a polymer film needs, on average, 20 s of actual motion to reach the open face. While it moves, it binds to the polymer 9 times per second. Each bound period lasts 1 s on average, and the molecule does not move during it. The 20 s of motion then bring $20\times9=180$ bindings, which cost 180 s. The crossing takes 200 s instead of 20 s.

Binding has not shortened the molecule's steps or lengthened its path. It has stopped the molecule for nine seconds per second of motion. With binding rate $k_f$, release rate $k_r$ and $K=k_f/k_r$, the mean elapsed time is $1+K$ times the mobile time.

A random walk of 20,000 molecules with explicit binding events, run from the sealed face of a film to its exposed face, tested this. The mean mobile time was 20.03 s, against 20.00 s without binding, and the ratio of bound to mobile time was 9.004. The mean time for the concentration to build up at the sealed face, derived below, has the same value as this outward crossing.

## From molecules to an apparent diffusivity

Let $c(x,t)$ be the mobile and $b(x,t)$ the bound concentration, both per volume of polymer. The film fills $0<x<L$ and is initially empty. The vapour holds the mobile concentration at $c(0,t)=c_0$, and the back face is sealed, so $\partial c/\partial x=0$ at $x=L$. Primes denote $x$-derivatives. Bound molecules carry no flux but do count in the inventory:

$$\frac{\partial (c+b)}{\partial t}=Dc'',\qquad \frac{\partial b}{\partial t}=k_fc-k_rb .$$

The second equation assumes that nearly all sites are free. If exchange is also fast compared with the changes of $c$, binding and release nearly balance, so $b=Kc$. Inserting this into the first equation gives

$$(1+K)\frac{\partial c}{\partial t}=Dc''\quad\Rightarrow\quad \frac{\partial c}{\partial t}=D_{\rm app}c'',\qquad D_{\rm app}=\frac{D}{1+K}.$$

The factor $1+K$ is a storage capacity: to raise $c$ by one unit, diffusion must deliver $1+K$ units.

If bound molecules also diffuse, with diffusivity $D_b$, and exchange is still fast, the right side becomes $Dc''+D_bb''=(D+KD_b)c''$, and $D_{\rm app}=(D+KD_b)/(1+K)$. For $D_b=D$ the slowing disappears. It is therefore the immobility of the bound molecules that slows penetration, not binding as such.

## Slower penetration, larger uptake

Before the front feels the back face, the solution is

$$c=c_0\,{\rm erfc}(\eta),\qquad \eta=\frac{x}{2\sqrt{D_{\rm app}t}} .$$

To verify it, use ${\rm erfc}'(\eta)=-(2/\sqrt\pi)e^{-\eta^2}$ and $\partial\eta/\partial t=-\eta/2t$. Then

$$\frac{\partial c}{\partial t}=\frac{c_0}{\sqrt\pi}\frac{\eta e^{-\eta^2}}{t},\qquad c''=\frac{c_0}{\sqrt\pi}\,\frac{4\eta e^{-\eta^2}}{4D_{\rm app}t},$$

so $\partial c/\partial t=D_{\rm app}c''$. The depth of any chosen value of $c/c_0$ shrinks by $\sqrt{1+K}$ at fixed time.

The flux entering the film contains the true $D$, because only mobile molecules carry it:

$$-Dc'(0,t)=\frac{Dc_0}{\sqrt{\pi D_{\rm app}t}}=c_0\sqrt{\frac{D(1+K)}{\pi t}} .$$

Integration over time gives the uptake per area,

$$M(t)=2c_0\sqrt{\frac{D(1+K)t}{\pi}} .$$

At fixed $c_0$, absolute uptake is thus larger by $\sqrt{1+K}$. The final uptake, $(1+K)c_0L$, is larger by $1+K$, so the fractional uptake is smaller by $\sqrt{1+K}$. A rapid early mass gain does not show that the precursor has gone deep.

## The mean arrival time needs no fast exchange

Define the mean arrival time at the back face as

$$T=\int_0^\infty\left[1-\frac{c(L,t)}{c_0}\right]dt .$$

Let $W(x)=\int_0^\infty(c_0-c)\,dt$, so that $T=W(L)/c_0$. The film ends uniformly filled, with mobile concentration $c_0$ and bound concentration $b_0$. Integrating the inventory equation over all time gives

$$DW''=-\int_0^\infty Dc''\,dt=-\int_0^\infty\frac{\partial(c+b)}{\partial t}dt=-(c_0+b_0).$$

The boundary conditions are $W(0)=0$ and $W'(L)=0$. Two integrations yield

$$W'=\frac{c_0+b_0}{D}(L-x),\qquad W=\frac{c_0+b_0}{D}\left(Lx-\frac{x^2}{2}\right),$$

$$T=\left(1+\frac{b_0}{c_0}\right)\frac{L^2}{2D}.$$

The exchange law was not used, so the result holds at any exchange rate, provided that the film reaches this final state and the integral converges. For linear storage $b_0/c_0=K$, hence $T=(1+K)L^2/2D$.

The exchange rate does affect the spread of arrival. Take Laplace transforms in time, marked by hats, with variable $s$. The binding equation gives $\hat b=k_f\hat c/(s+k_r)$, and the inventory equation becomes $\hat c''=q^2\hat c$ with

$$q^2=\frac{s}{D}\left(1+\frac{k_f}{s+k_r}\right).$$

The boundary conditions select $\hat c=(c_0/s)\cosh[q(L-x)]/\cosh(qL)$. The rate of rise of $c(L,t)/c_0$ therefore has the transform $1/\cosh(qL)$. Write $z=q^2L^2$. Since $\cosh\sqrt z=1+z/2+z^2/24+\dots$,

$$-\ln\cosh\sqrt z=-\frac z2-\frac{z^2}{24}+\frac{z^2}{8}+\dots=-\frac z2+\frac{z^2}{12}+\dots$$

For small $s$, $z=(L^2/D)[(1+K)s-Ks^2/k_r+\dots]$. The logarithm of the transform has the form $-Ts+\sigma^2s^2/2+\dots$, where $\sigma^2$ is the variance of the arrival time. Comparing the $s^2$ terms gives

$$\sigma^2=\frac{(1+K)^2L^4}{6D^2}+\frac{KL^2}{Dk_r}.$$

The second term is negligible when $k_rL^2/D\gg6K/(1+K)^2$. This is the condition for using $D_{\rm app}$ to describe the arrival spread.

Early times are more demanding. For $t\ll1/k_f$ few molecules have yet bound, and the mobile front advances with $D$. Later, but before the back face matters, the uptake has the transform $\hat M=Dqc_0/s^2$. Expanding $q$ to first order in $s/k_r$ multiplies the fast-exchange transform by $1-Ks/[2(1+K)k_r]$. A factor $s$ means a time derivative, and $dM/dt=M/2t$, so the leading relative change of uptake is $-K/[4(1+K)k_rt]$.

## How large: a 200 nm film

The example is tin tetrachloride vapour entering an acrylate film at 363 K and 1 Torr. The tin compound is a Lewis acid, which can coordinate to the carbonyl oxygen of the polymer. The transport and binding values are rough model inputs: $D=1000$ nm²/s ($10^{-11}$ cm²/s), $K=9$ and $k_r=1$ s⁻¹. Then

$$D_{\rm app}=\frac{1000}{10}=100\ {\rm nm^2/s}\quad(10^{-12}\ {\rm cm^2/s}),$$

$$T=10\times\frac{200^2}{2\times1000}=200\ {\rm s},$$

against 20 s without binding. After a 60 s exposure the mobile concentration at the back is $0.97c_0$ without binding and $0.14c_0$ with it. An exposure that nearly equilibrates a non-binding film leaves this one strongly graded.

At 5 s, the depth at which $c=c_0/2$ is 67.6 nm without binding and 21.3 nm with fast exchange ($k_r=100$ s⁻¹), a ratio close to $\sqrt{10}$. The uptake divided by $c_0$ moves the other way, from 79.8 to about 252 nm.

With $k_r=1$ s⁻¹ the 5 s uptake is about 240 nm, 5.0% below the fast-exchange value. The leading estimate is $9/(4\times10\times1\times5)=4.5\%$. By the time of arrival the effect has faded: $k_rL^2/D=40$ far exceeds the required 0.54, and the spread rises only from 163.3 to 164.4 s.

## Steady permeation does not see storage

If the back face is open and held at zero concentration, the steady profile is $c_s=c_0(1-x/L)$ and the flux is $Dc_0/L$. The bound inventory is constant and takes nothing from the flow. Here the flux divided by $c_0$ is 5.0 nm/s with or without binding.

The delay before steady flow does contain $K$. Let $V=\int_0^\infty(c_s-c)\,dt$. As before, $DV''=-(1+K)c_s$, now with $V=0$ at both faces. In terms of $y=L-x$,

$$\frac{d^2V}{dy^2}=-\frac{(1+K)c_0}{DL}y,\qquad V=\frac{(1+K)c_0}{6DL}(L^2y-y^3).$$

The amount missing from the outflow is $D\,dV/dy$ at $y=0$, or $(1+K)c_0L/6$. Division by the steady flux gives the time lag $(1+K)L^2/6D$: 66.7 s with binding and 6.7 s without. When $c_0$ is known, few sites are filled and bound molecules do not move, steady flux gives $D$ and the lag then gives $K$, provided that the run lasts many times $1/k_r$. With $k_r=10^{-4}$ s⁻¹ the outflow at 200 s is already within 1% of its steady value, yet the lag read off at that time is only 6.7 s, because the sites have hardly filled. At times long enough for binding and release to balance, a transient normalised to its final value gives only $D_{\rm app}$. If it resolves times comparable to $1/k_r$ or shorter, it depends on $D$, $K$ and $k_r$ separately and must be fitted with the two kinetic equations.

## When the linear ratio fails

**Site filling.** With site density $N_s$, binding slows to $k_fc(1-b/N_s)$. Setting this equal to $k_rb$ at the end of filling gives

$$\frac{b_0}{c_0}=\frac{K}{1+Kc_0/N_s},$$

which replaces $K$ in $T$. The gas concentration is $2.66\times10^{-5}$ nm⁻³. An assumed polymer-to-gas ratio of 300 gives $c_0=0.0080$ nm⁻³. With 7 sites per nm³, about 1% are occupied and $T$ falls to 198 s. At 100 times this $c_0$ the ratio would be 4.44 and $T$ 109 s. That case isolates site filling; it is not a process forecast, since swelling would then be large.

**Permanent reaction.** If bound molecules convert irreversibly at a rate $k_x\ll k_r$, and the products neither move nor use up sites, the mobile population has a sink $Kk_xc$. The steady equation $Dc''=Kk_xc$, with a sealed back, gives

$$\frac{c(L)}{c_0}=\frac1{\cosh\phi},\qquad \phi^2=\frac{Kk_xL^2}{D}.$$

A 5% loss at the back requires $\phi=0.323$, so $k_x=0.104/(9\times40)=2.9\times10^{-4}$ s⁻¹. With the rate law $k_x=(k_BT_p/h)e^{-G/k_BT_p}$, where $T_p$ is the polymer temperature, this corresponds to an activation free energy $G=1.18$ eV. Faster conversion needs a reaction–diffusion model; a smaller $D_{\rm app}$ cannot represent a permanent sink.

**Swelling and softening.** The stored 0.079 molecules per nm³, at roughly 0.19 nm³ each, add 1.5% to the volume. If all of it thickens the film, the final $L^2$ is 3% larger. Using that value throughout, with $K$ and $D$ unchanged, would lengthen arrival by 3%. If $D$ grows as $\exp(10v)$ with precursor volume fraction $v$, a rough assumption, its final value is 16% higher. Using that value throughout would shorten arrival by 14%; the gradual rise of $D$ during filling gives a smaller change.

## Reading the model against a real process

Diffusivities and binding strengths differ widely between polymers, so the tenfold slowing belongs to the chosen $K$, not to tin tetrachloride in general. Of the neglected effects sized here at the stated temperature and pressure, softening is the largest. Slow relaxation of a glassy polymer and a barrier to entry at the surface are not included and could lengthen the process. At a maintained pressure, the rate of impacts is unlikely to limit it: during the mean arrival time about $10^7$ molecules strike the surface per molecule finally stored. A small entry probability per impact would change this. If the net inflow is the impact rate times that probability times $1-c(0,t)/c_0$, the mean arrival time grows by about 7% at a probability of $10^{-6}$ and by about 70% at $10^{-7}$.

## What to do about it

- **Scale exposure with $(1+K)L^2/D$.** This applies at fixed temperature, with dilute sites, a constant surface concentration and exchange fast enough that $k_rL^2/D\gg1$. Doubling the thickness then nearly quadruples the time the back face needs to reach a chosen large fraction, say half or more, of its final mobile concentration. Very small fractions arrive earlier and need still faster exchange for this rule to hold. With slower exchange, the mean arrival time keeps this scaling, but the time to reach a chosen fraction generally does not.
- **Do not rely on pressure to shorten $T$ in a dilute process.** In the linear regime it raises the loading in proportion at every depth, so a given absolute loading is reached sooner, but the approach to the final state takes just as long. A shorter $T$ at higher pressure points to site filling or softening, among other nonlinear effects.
- **Control the temperature.** With a rough binding energy of 0.5 eV and a diffusion barrier of 0.7 eV, 1 K of warming lowers $K$ by about 4% and raises $D$ by about 6%. The mean arrival time is then about 10% shorter at fixed $c_0$, but the bound loading falls with $K$. At fixed pressure, $c_0$ can change with temperature as well, and the loading changes with it.
- **Do not judge penetration by early mass gain alone.** A depth profile shows whether the back has been reached, provided that it is taken under vapour or after the precursor has been fixed in place. Otherwise reversibly bound molecules are released, spread and escape once the vapour is removed. The approach of the uptake to its final plateau is also a guide, but very slow binding can produce an earlier plateau at which most of the final bound loading is still missing.

The numerical output below lists the main values used here.

## Computed results

```
Mobile diffusivity D: 1.0e-11 cm2/s = 1000 nm2/s
Storage ratio K: 9.0; release rate: 1.0 1/s; binding: 9.0 1/s
Film thickness: 200 nm; temperature: 363 K
Pressure: 1.0 Torr; polymer/gas ratio: 300
Apparent diffusivity: 100.0 nm2/s = 1.0e-12 cm2/s
Diffusion time L^2/D: 40.0 s
Mean arrival, no binding: 20.00 s; with binding: 200.00 s
Half arrival, no binding: 15.15 s
Half arrival, fast exchange (100 1/s): 151.50 s
Half arrival, example exchange: 151.42 s
Arrival spread (std), no binding: 16.33 s
Arrival spread (std), very fast exchange: 163.30 s
Arrival spread (std), example exchange: 164.40 s
Required k_r L^2/D much above: 0.540; here 40.0
Exposure time: 60 s
Back c/c0 after exposure, no binding: 0.969
Back c/c0 after exposure, binding: 0.141
Early time for profiles and uptake: 5.0 s
Half-depth, no binding: 67.6 nm
Half-depth, fast exchange: 21.3 nm
Half-depth, example exchange: 21.0 nm
Largest c/c0 error of D_app profile, fast exchange: 0.00040
Largest c/c0 error of D_app profile, example: 0.0260
Largest c/c0 error if D is not reduced: 0.503
Early uptake/c0, no binding: 79.8 nm
Early uptake/c0, fast exchange: 252.3 nm
Early uptake/c0, example exchange: 239.8 nm
Steady flux/c0, no binding: 5.000 nm/s; binding: 5.000 nm/s
Time lag, no binding: 6.67 s; binding: 66.66 s
Mean arrival if bound molecules move with D: 20.00 s
Mean arrival if bound molecules move with 0.1 D: 105.26 s
Random walk (20000 molecules), mean mobile time: 20.03 s
Random walk, mean bound time: 180.3 s
Random walk, bound/mobile time: 9.004
Gas concentration: 2.660e-05 1/nm3; mobile c0: 0.00798 1/nm3
Site density: 7.0 1/nm3
Final site occupancy: 1.02 %
Storage ratio with site filling: 8.909
Mean arrival with site filling: 198.17 s
At 100 times c0: storage ratio 4.442, mean arrival 108.84 s
Total stored concentration: 0.0791 1/nm3
Molecular volume (rough): 0.19 nm3
Precursor volume per polymer volume: 1.50 %
Arrival delay from swelling, estimate: 3.0 %
Plasticisation coefficient (rough): 10
Largest rise of D by plasticisation: 16.2 %
Permanent reaction rate costing 5 % at back: 2.90e-04 1/s
Back c/c0 from matrix model at that rate: 0.9500
Corresponding activation free energy: 1.18 eV
Binding energy (rough): 0.5 eV
Diffusion barrier (rough): 0.7 eV
Change of K for +1 K: -4.3 %
Change of D for +1 K: 6.3 %
Change of mean arrival for +1 K: -9.6 %
Gas impacts per stored molecule in mean arrival time: 1.4e+07
```
